# Critical field and order of transition of a film in parallel field

## Problem

A superconducting film fills $|x|<d/2$, with insulating material on both sides. The same magnetic field, of flux density $B_0=\mu_0H$, is applied parallel to the film on both faces. The thickness is small against the coherence length $\xi$, but not necessarily against the penetration depth $\lambda$.

At what field does superconductivity disappear in equilibrium, and for which thicknesses does it disappear continuously? Apply the answer to films of 240 nm and 720 nm with $\lambda=240$ nm and $\xi=800$ nm at the working temperature.

Use local Ginzburg-Landau theory, a mean-field theory valid near the zero-field transition temperature $T_c$. In atomic units, with pair charge $-2$, pair mass $m$ and $\mu_0=4\pi/c^2$, its energy density is

$$
-|\alpha||\psi|^2+\frac{\beta}{2}|\psi|^4+\frac{1}{2m}|(-i\nabla+2\mathbf A)\psi|^2+\frac{B^2}{2\mu_0}.
$$

Without a field the minimum is $\psi_0^2=|\alpha|/\beta$, with energy density $-\alpha^2/(2\beta)$. Calling this $-B_c^2/(2\mu_0)$ defines the thermodynamic critical field $B_c=\mu_0H_c$. The two lengths are

$$
\lambda^2=\frac{m}{4\mu_0\psi_0^2},\qquad \xi^2=\frac{1}{2m|\alpha|}.
$$

Since $B_c^2=\mu_0\alpha^2/\beta$, multiplication gives $B_c^2\lambda^2\xi^2=1/8$, or $B_c=1/(2\sqrt2\,\lambda\xi)$.

## A tempting solution

Suppose that the film is either normal or superconducting at full strength, $\psi=\psi_0$. Then it is enough to compare the condensation energy with the cost of keeping field out.

Take $\mathbf A$ along $y$, so that $B=A'(x)$. The current energy density is $4A^2\psi_0^2/(2m)=A^2/(2\mu_0\lambda^2)$. At fixed applied field the Gibbs energy contains $-BB_0/\mu_0$. Subtracting the normal-state value $-B_0^2/(2\mu_0)$ completes a square, and the magnetic cost per unit area is

$$
M=\frac1{2\mu_0}\int_{-d/2}^{d/2}\left[(A'-B_0)^2+\frac{A^2}{\lambda^2}\right]dx .
$$

Its minimum obeys $A''=A/\lambda^2$ with $A'=B_0$ on both faces. The solution is

$$
A=B_0\lambda\frac{\sinh(x/\lambda)}{\cosh(d/2\lambda)},\qquad
B=B_0\frac{\cosh(x/\lambda)}{\cosh(d/2\lambda)} .
$$

To evaluate $M$, replace $A^2/\lambda^2$ by $AA''$. Then $A'^2+AA''=(AA')'$, which integrates to $2B_0A(d/2)$ because $A$ is odd. The cross term gives $-4B_0A(d/2)$ and the constant gives $B_0^2d$. With $a=d/(2\lambda)$,

$$
M=\frac{B_0^2d-2B_0A(d/2)}{2\mu_0}
=\frac{B_0^2d}{2\mu_0}\left(1-\frac{\tanh a}{a}\right).
$$

Equating $M$ to the condensation energy $B_c^2d/(2\mu_0)$, and using $1-\tanh a/a\approx a^2/3$ for a thin film, gives

$$
\frac{B_0^2}{B_c^2}=\frac3{a^2},\qquad B_0=2\sqrt3\,B_c\frac{\lambda}{d}\quad\text{(wrong)}.
$$

The order parameter would drop from full strength to zero, so the transition would be first order at every thickness.

## Where it fails

The field equation and the integral are correct for the assumed $\psi$. The fault is that $\psi$ was not allowed to respond to the field.

Let $\psi=f\psi_0$ with $f$ real and uniform across the film, and write $s=f^2$. The current energy is multiplied by $s$, so $\lambda$ is replaced by $\lambda/f$ in the magnetic calculation. The condensation part becomes $B_c^2(-2s+s^2)/(2\mu_0)$. With $h=B_0/B_c$, the energy relative to the normal state, divided by $B_c^2d/(2\mu_0)$, is

$$
F(s)=-2s+s^2+h^2G,\qquad G=1-\frac{\tanh u}{u},\quad u=a\sqrt s .
$$

The function $G$ increases with $s$, because

$$
\frac{d}{du}\frac{\tanh u}{u}=\frac{u-\sinh u\cosh u}{u^2\cosh^2u}<0 .
$$

At $s=1$ the condensation terms have zero slope, so $F'(1)=h^2\,dG/ds>0$. Any nonzero field therefore weakens the order parameter.

The error is large in a thin film. There $G\approx a^2s/3$, and at the proposed field $h^2=3/a^2$ the energy is $F=-2s+s^2+s=-s(1-s)$. It vanishes at $s=1$, as the tempting solution requires, but equals $-1/4$ at $s=1/2$. The film is still superconducting.

## Right solution

### Loss of stability of the normal state

From $\tanh u=u-u^3/3+2u^5/15-17u^7/315+\dots$,

$$
F=\left(-2+\frac{h^2a^2}{3}\right)s+\left(1-\frac{2h^2a^4}{15}\right)s^2+\frac{17h^2a^6}{315}s^3+\dots
$$

The normal state, $s=0$, is unstable when the linear coefficient is negative. The limit of stability is $h^2=6/a^2=24\lambda^2/d^2$, so

$$
B_\parallel=2\sqrt6\,B_c\frac{\lambda}{d}.
$$

This exceeds the thin-film form of the wrong answer by a factor $\sqrt2$. Inserting $B_c$ gives $B_\parallel=\sqrt3/(\xi d)$. The penetration depth cancels because screening vanishes with $s$; what remains is the kinetic energy that the unscreened field imposes on the pairs.

The same result shows when a uniform $f$ is justified. Variation of the energy gives

$$
\xi^2f''=(f^2-1+4\xi^2A^2)f,\qquad f'(\pm d/2)=0 .
$$

At $B_\parallel$, with $A=B_0x$, the last term in the bracket is $12x^2/d^2\le3$. Hence $f''$ is of order $f/\xi^2$, and the relative change of $f$ across the film is of order $d^2/\xi^2$.

### Order of the transition

A limit of stability is an equilibrium transition only if no state at finite $s$ has already become favourable. Consider first small $s$. At $h^2=6/a^2$ the quadratic coefficient is

$$
1-\frac{2}{15}\,\frac{6}{a^2}\,a^4=1-\frac{4a^2}{5}=1-\frac{d^2}{5\lambda^2}.
$$

It changes sign at $d=\sqrt5\,\lambda$. The negative part comes from screening: with the unscreened potential $A=B_0x$, the magnetic cost would be strictly linear in $s$. Letting the film reduce its internal field lowers that cost, and more strongly as $s$ grows. In a thick enough film this feedback overcomes the repulsive term $s^2$.

A positive quadratic coefficient does not by itself exclude a lower minimum at larger $s$. For that, write the condition $F<0$ as

$$
h^2<R(s)=\frac{s(2-s)}{G},\qquad 0<s\le1 .
$$

Values $s>1$ cannot be minima, since there $F'>0$. The equilibrium transition lies at the largest value, or upper limit, of $R$.

An upper bound on $\tanh u$ is needed. Let $p=u-u^3/3+2u^5/15$. Then

$$
p'=1-u^2+\frac{2u^4}{3},\qquad
p^2=u^2-\frac{2u^4}{3}+\frac{17u^6}{45}-\frac{4u^8}{45}+\frac{4u^{10}}{225},
$$

and therefore

$$
p'+p^2-1=\frac{u^6}{225}\left[(2u^2-5)^2+60\right]>0\quad(u>0).
$$

The function $t=\tanh u$ obeys $t'+t^2-1=0$. The difference $D=p-t$ thus satisfies $D'+(p+t)D>0$ with $D(0)=0$. Multiplication by the positive factor $\exp\int_0^u(p+t)\,du'$ turns the left side into a total derivative, so $D>0$ and $\tanh u<p$. Consequently

$$
G>\frac{u^2}{3}-\frac{2u^4}{15}=\frac{a^2s}{3}\left(1-\frac{2a^2s}{5}\right).
$$

If $d\le\sqrt5\,\lambda$, then $a^2\le5/4$ and the last bracket is at least $1-s/2$. Since $s(2-s)=2s(1-s/2)$,

$$
R(s)<\frac{2s(1-s/2)}{(a^2s/3)(1-s/2)}=\frac6{a^2}\quad\text{for every }0<s\le1 .
$$

The value $6/a^2$ is approached only as $s\to0$. The transition is then at $B_\parallel$, and $s$ goes to zero continuously.

If $d>\sqrt5\,\lambda$, the expansion

$$
R(s)=\frac6{a^2}\left[1+\left(\frac{2a^2}{5}-\frac12\right)s+\dots\right]
$$

rises from $s=0$. Its maximum lies at a finite $s$ and above $6/a^2$. The order parameter jumps at a field higher than $B_\parallel$: the transition is first order, and $B_\parallel$ is the field down to which the normal state can be supercooled.

Within the uniform model, the transition is therefore second order for $d<\sqrt5\,\lambda$, tricritical at equality and first order above. The formula $2\sqrt6\,B_c\lambda/d$ gives the equilibrium critical field in the first two cases.

### Behaviour near the transition and the thick limit

Let $\delta=1-B_0^2/B_\parallel^2$ be the deficit in squared field. The linear term of $F$ is $-2\delta s$. Below the tricritical thickness, minimization against the quadratic term gives, to leading order,

$$
s=\frac{\delta}{1-d^2/(5\lambda^2)} .
$$

At $d=\sqrt5\,\lambda$ the quadratic coefficient is only $\delta$, so $\delta s^2$ is negligible beside $\delta s$. The cubic coefficient tends to $(17\cdot6/315)a^4=85/168$. Then $2\delta=3(85/168)s^2$, or $s=\sqrt{112\,\delta/85}$. Numerical minimization at $\delta=10^{-4}$ and $4\times10^{-4}$ gave values of $s$ in the ratio 1.996, close to the expected 2.

In the opposite limit, $\lambda\ll d\ll\xi$, the maximum of $R$ lies near $s=1$. Put $s=1-\epsilon$ with $\epsilon$ of order $1/a$. Then $s(2-s)=1-\epsilon^2$ and $G\approx1-1/a$, so $h^2\approx1+1/a$ and the equilibrium field is $B_c(1+\lambda/d)$ to first order in $\lambda/d$. It approaches the bulk value, while the supercooling field falls as $1/d$.

## The two films

In SI units the critical field is $B_c=\Phi_0/(2\sqrt2\,\pi\lambda\xi)$, with $\Phi_0=h_{\rm P}/2e=2.068\times10^{-15}$ Wb and $h_{\rm P}$ Planck's constant. Hence

$$
B_c=\frac{2.068\times10^{-15}}{8.886\,(240\times10^{-9})(800\times10^{-9})}\ \text{T}=1.212\ \text{mT}.
$$

The tricritical thickness is $\sqrt5\times240\approx537$ nm, or about 5370 angstrom.

For the 240 nm film, $d/\lambda=1$ and the quadratic coefficient is $1-1/5=0.8$. The transition is second order at $4.899\times1.212=5.94$ mT. The tempting formula, in its thin-film form, would give $3.464\times1.212=4.20$ mT. At a 2% deficit in squared field, the leading law predicts $s=0.02/0.8=0.0250$; minimizing the energy gives 0.02485.

For the 720 nm film, $d/\lambda=3$ and the coefficient is $1-9/5=-0.8$. The supercooling field is $(4.899/3)\times1.212=1.98$ mT. The maximum of $R$ puts the equilibrium transition at 2.06 mT, where $s$ jumps to 0.44. The separation is about 4% of the supercooling field.

## What a finite coherence length changes

The thick film has $d/\xi=0.9$, so uniformity needs a check. Near nucleation let $f=\varepsilon\phi(x)$, where $\phi$ is the lowest solution of

$$
-\phi''+4B_0^2x^2\phi=\phi/\xi^2,\qquad \phi'(\pm d/2)=0 .
$$

Let the potential be $A/B_c=hx+\varepsilon^2\eta(x)$. In the units of $F$, before division by $d$, the terms of order $\varepsilon^4$ are

$$
\int\left[\phi^4+\frac{2hx\eta\phi^2}{\lambda^2}+\eta'^2\right]dx .
$$

A correction to $f$ of order $\varepsilon^3$ adds nothing here, because $\phi$ solves the linear equation. Minimization gives $\eta''=hx\phi^2/\lambda^2$ with $\eta'=0$ at the faces. The middle term is then $2\int\eta\eta''dx=-2\int\eta'^2dx$, leaving $\int(\phi^4-\eta'^2)\,dx$.

For $\phi=1$, $\eta'=h(x^2-d^2/4)/(2\lambda^2)$ and $\int\eta'^2dx=h^2d^5/(120\lambda^4)$. With $h^2=24\lambda^2/d^2$ this is $d^3/(5\lambda^2)$, so the quartic energy is $d[1-d^2/(5\lambda^2)]$, as before.

With the calculated $\phi$ at $\lambda/\xi=0.3$, the tricritical thickness moves to 543 nm, 1.2% above the uniform value. The critical field of the 240 nm film rises by about 0.1%. In the 720 nm film the nucleation field becomes 1.995 mT. The uniform trial state already reaches the normal-state energy at 2.064 mT, and allowing $f$ to vary can only lower its energy. The first-order transition therefore survives.

## Comparison with real films

The parameters are round, rough values for a dirty evaporated film of a soft metal near 1 K: $T_c=1.20$ K, working temperature 1.12 K and mean free path 40 nm. The estimates below concern the 240 nm film; each changes one assumption and holds the other parameters fixed.

- **Local current response.** A nonlocal kernel with a range of 40 nm and diffusely scattering surfaces reduces the current energy to 0.819 of its local value. Since $B_\parallel$ varies as the inverse square root of this energy, it rises by about 10% if $\xi$ is the value for bulk material with the same mean free path. If $\xi$ was instead measured on the film itself in a perpendicular field, it already contains part of the surface scattering: for a uniform potential the same kernel gives a response of $1-3\ell/(8d)\approx0.94$, with $\ell=40$ nm. The rise is then $\sqrt{0.94/0.819}-1$, or about 7%. The effect on the tricritical thickness was not estimated.
- **Alignment.** Averaging the linear equation over the thickness gives $2B_\perp+B_{\rm in}^2d^2/3=1/\xi^2$, where $B_\perp$ and $B_{\rm in}$ are the normal and in-plane components. The first term is the lowest oscillator level of the normal component. By itself it allows nucleation at 0.514 mT. In this thickness-averaged approximation, a tilt of one degree lowers the nucleation field to 5.37 mT, or by 9.6%.
- **Temperature.** Because $|\alpha|$ is proportional to $T_c-T$, $B_\parallel$ varies as $\sqrt{T_c-T}$. Warming by 10 mK lowers it by $1-\sqrt{70/80}$, or 6.5%. Corrections to Ginzburg-Landau theory itself are expected on the scale of $1-T/T_c=6.7\%$; this is a scale, not a bound.

Spin and thermal effects are smaller. The spin energy $\mu_BB_\parallel$ is $3.4\times10^{-7}$ eV, against $k_BT=9.7\times10^{-5}$ eV. The zero-field condensation energy in a volume $d\xi^2$ is 0.56 eV, far above $k_BT$; it shrinks near a continuous transition, so mean-field theory fails sufficiently close to it. For the stated coherence length and temperature, 5.9 mT is thus an estimate; the nonlocal current response alone would raise it by about 7 to 10%, depending on how $\xi$ was obtained. It applies only if the field is aligned to well within a degree. The numerical output follows.

## Calculated quantities

```
penetration depth: 240 nm
coherence length: 800 nm
mean free path: 40 nm
transition temperature at zero field: 1.20 K
working temperature: 1.12 K
kappa: 0.300
thermodynamic critical field Bc: 1.212 mT
thin film thickness: 240 nm
thin film B_par, uniform formula: 5.938 mT
thin film B_par / Bc: 4.899
thin film quartic coefficient: 0.800
thin film f^2 at 2% deficit in B^2, minimized: 0.02485
same f^2, leading formula: 0.02500
tricritical thickness, uniform: 536.7 nm
same tricritical thickness: 5367 angstrom
tricritical f^2 ratio for fourfold deficit: 1.996
thick film thickness: 720 nm
thick film quartic coefficient: -0.800
thick film supercooling field, uniform: 1.979 mT
thick film first-order field, uniform: 2.064 mT
thick film jump of f^2: 0.439
thick film nucleation field, finite xi: 1.995 mT
thin film B_par, finite xi: 5.943 mT
finite-xi shift of thin B_par: 0.086 %
tricritical thickness, finite xi: 543.2 nm
finite-xi shift of tricritical thickness: 1.21 %
nonlocal/local current response, thin film: 0.819
nonlocal shift of thin B_par: 10.5 %
perpendicular nucleation field: 0.514 mT
thin film critical field at 1 degree tilt: 5.370 mT
tilt shift: -9.6 %
shift of thin B_par for 10 mK warming: -6.5 %
distance from Tc, 1 - T/Tc: 6.7 %
spin energy mu_B B_par: 3.437e-07 eV
thermal energy k_B T: 9.651e-05 eV
condensation energy in volume d xi^2: 0.560 eV
```
